# A failing check and its repair

Subject: How Fast Voltage Pulses and Injected Electrons Travel in a Quantum Wire.

```python
"""
Result under test: in a spinless wire with screened density interaction V0,
  g = V0/(pi hbar vF), K = 1/sqrt(1+g), pulse velocity v = vF/K,
and an electron added at the right Fermi point splits into mean charges
(1+K)/2 (moving right) and (1-K)/2 (moving left).
Symbols: vF Fermi velocity, n particle density, j particle current.
Grid units: micrometre and picosecond. Charges are in units of the carrier charge.
Fermion-ring units: energy 2 pi hbar vF/L, time L/(2 pi vF), L = ring length.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, expm_multiply
from scipy.constants import hbar, h, e, pi

# ---------- model parameters ----------
vF_si = 3.0e5
V0_eVnm = 1.1
g = V0_eVnm * e * 1e-9 / (pi * hbar * vF_si)
K = 1 / np.sqrt(1 + g)
vF = vF_si * 1e-6
v = vF / K
distance = 10.0
print(f"Fermi velocity vF = {vF_si:.3e} m/s")
print(f"interaction V0 = {V0_eVnm:.2f} eV nm")
print(f"pi hbar vF = {pi*hbar*vF_si/e*1e9:.4f} eV nm")
print(f"g = {g:.4f} (dimensionless)")
print(f"K = {K:.4f} (dimensionless)")
print(f"plasmon velocity vF/K = {v*1e6:.4e} m/s")
print(f"distance = {distance:.1f} um")
print(f"time at vF = {distance/vF:.2f} ps, at vF/K = {distance/v:.2f} ps")

# ---------- interacting fermions on a ring ----------
CUTOFF = 10  # largest excitation level kept in each branch


def partitions(total, largest):
    if total == 0:
        yield ()
        return
    for first in range(min(total, largest), 0, -1):
        for rest in partitions(total - first, first):
            yield (first,) + rest


def branch_basis(n_fermions):
    """Slater determinants as bit masks, with their excitation levels."""
    masks, levels = [], []
    for level in range(CUTOFF + 1):
        for shifts in partitions(level, level):
            padded = shifts + (0,) * (n_fermions - len(shifts))
            orbitals = [n_fermions - 1 - i + s for i, s in enumerate(padded)]
            masks.append(sum(1 << k for k in orbitals))
            levels.append(level)
    return masks, np.array(levels)


def density_raise(masks, m):
    """Sum over k of c^dagger_(k+m) c_k in the determinant basis."""
    index = {s: i for i, s in enumerate(masks)}
    matrix = sp.lil_matrix((len(masks), len(masks)))
    for col, s in enumerate(masks):
        for k in range(s.bit_length()):
            if (s >> k) & 1 and not (s >> (k + m)) & 1:
                new = s ^ (1 << k) ^ (1 << (k + m))
                if new in index:
                    between = (s >> (k + 1)) & ((1 << (m - 1)) - 1)
                    matrix[index[new], col] = (-1) ** bin(between).count("1")
    return matrix.tocsr()


def add_fermion(masks_from, masks_to, orbital):
    index = {s: i for i, s in enumerate(masks_to)}
    matrix = sp.lil_matrix((len(masks_to), len(masks_from)))
    for col, s in enumerate(masks_from):
        new = s | (1 << orbital)
        if new != s and new in index:
            above = bin(s >> (orbital + 1)).count("1")
            matrix[index[new], col] = (-1) ** above
    return matrix.tocsr()


def ring_hamiltonian(right, left):
    (masks_r, lev_r), (masks_l, lev_l) = right, left
    one_r, one_l = sp.identity(len(masks_r)), sp.identity(len(masks_l))
    ham = sp.kron(sp.diags(lev_r.astype(float)), one_l)
    ham = ham + sp.kron(one_r, sp.diags(lev_l.astype(float)))
    for m in (1, 2):  # interaction acts on the two longest wavelengths
        up_r, up_l = density_raise(masks_r, m), density_raise(masks_l, m)
        ham = ham + g / 2 * (sp.kron(up_r @ up_r.T, one_l)
                             + sp.kron(one_r, up_l @ up_l.T)
                             + sp.kron(up_r, up_l) + sp.kron(up_r.T, up_l.T))
    return ham.tocsr()


neutral = branch_basis(CUTOFF)
charged = branch_basis(CUTOFF + 1)
H_neutral = ring_hamiltonian(neutral, neutral)
momentum = np.subtract.outer(neutral[1], neutral[1]).ravel()


def lowest(total_momentum, count):
    keep = np.flatnonzero(momentum == total_momentum)
    energies, vectors = eigsh(H_neutral[keep][:, keep], k=count, which="SA")
    order = np.argsort(energies)
    return energies[order], vectors[:, order], keep


E0, vec0, keep0 = lowest(0, 1)
E1 = lowest(1, 1)[0]
E2 = lowest(2, 2)[0]
gap1, gap2 = E1[0] - E0[0], E2 - E0[0]
# tolerance: truncation of the excitation level
assert abs(gap1 - 1 / K) < 2e-3
assert np.all(np.abs(gap2 - 2 / K) < 1e-2)
print(f"fermion ring, gap at 1 momentum quantum = {gap1:.4f} (2 pi hbar vF/L)")
print(f"fermion ring, gaps at 2 quanta = {gap2[0]:.4f}, {gap2[1]:.4f} (same unit)")
print(f"formula 1/K = {1/K:.4f}, 2/K = {2/K:.4f} (same unit)")

# add a right-moving electron to the correlated ground state and follow it
ground = np.zeros(len(momentum))
ground[keep0] = vec0[:, 0]
creator = (add_fermion(neutral[0], charged[0], CUTOFF)
           + add_fermion(neutral[0], charged[0], CUTOFF + 1))
psi0 = sp.kron(creator, sp.identity(len(neutral[0]))).tocsr() @ ground
psi0 = (psi0 / np.linalg.norm(psi0)).astype(complex)
H_charged = ring_hamiltonian(charged, neutral)
rho_R = sp.kron(density_raise(charged[0], 1).T,
                sp.identity(len(neutral[0]))).tocsr()
rho_L = sp.kron(sp.identity(len(charged[0])),
                density_raise(neutral[0], 1)).tocsr()
R0, L0 = np.vdot(psi0, rho_R @ psi0), np.vdot(psi0, rho_L @ psi0)
t_ring = 1.0
psi_t = expm_multiply(-1j * t_ring * H_charged, psi0)
n_exact = np.vdot(psi_t, rho_R @ psi_t + rho_L @ psi_t)


def density_wave(speed):
    return ((R0 + L0) * np.cos(speed * t_ring)
            - 1j * (R0 - L0) / speed * np.sin(speed * t_ring))


assert abs(n_exact - density_wave(1 / K)) < 1e-2  # level truncation
assert abs(n_exact - density_wave(1.0)) > 0.1
print(f"added electron, ring time = {t_ring:.1f} L/(2 pi vF)")
print(f"density harmonic, fermions: {n_exact:.4f} (dimensionless)")
print(f"density harmonic, speed vF/K: {density_wave(1/K):.4f} (dimensionless)")
print(f"density harmonic, speed vF: {density_wave(1.0):.4f} (dimensionless)")

# ---------- density and current on a space-time grid ----------
DX = 0.02
x = np.arange(-60 + DX / 2, 60, DX)
edge = x[:-1] + DX / 2
DT = 0.9 * DX / v
width = 0.5


def packet(position, centre):
    return (np.exp(-(position - centre) ** 2 / (2 * width ** 2))
            / (width * np.sqrt(2 * pi)))


def evolve(coupling, n, j, duration, probes=(), drive=None):
    """Staggered integration; drive(t) is (applied energy drop at x=0)/h."""
    n, stiffness = n.copy(), 1 + coupling
    steps = int(round(duration / DT))
    origin = np.argmin(abs(edge))
    where = [np.argmin(abs(edge - p)) for p in probes]
    record = np.zeros((steps, len(where)))
    j = j - 0.5 * DT * vF * np.diff(stiffness * n) / DX
    if drive is not None:
        j[origin] += 0.5 * DT * 2 * vF * drive(0.0) / DX
    for s in range(steps):
        n[:-1] -= DT / DX * j
        n[1:] += DT / DX * j
        record[s] = j[where]
        j -= DT * vF * np.diff(stiffness * n) / DX
        if drive is not None:
            j[origin] += DT * 2 * vF * drive((s + 1) * DT) / DX
    return n, steps * DT, (np.arange(steps) + 0.5) * DT, record


uniform = np.full(len(x), g)

# electron injected at the right Fermi point
n, t_end, _, _ = evolve(uniform, packet(x, 0), vF * packet(edge, 0), 20.0)
right, left = x > 0, x < 0
Q_right, Q_left = n[right].sum() * DX, n[left].sum() * DX
speed_right = (x * n)[right].sum() * DX / Q_right / t_end
speed_left = (x * n)[left].sum() * DX / Q_left / t_end
assert abs(Q_right - (1 + K) / 2) < 1e-3
assert abs(Q_left - (1 - K) / 2) < 1e-3
assert abs(speed_right / v - 1) < 2e-3 and abs(speed_left / v + 1) < 2e-3
print(f"injected packet width (standard deviation) = {width:.2f} um")
print(f"injected electron, right charge: grid {Q_right:.4f}, "
      f"(1+K)/2 = {(1+K)/2:.4f} e")
print(f"injected electron, left charge: grid {Q_left:.4f}, "
      f"(1-K)/2 = {(1-K)/2:.4f} e")
print(f"grid pulse velocities = {speed_right*1e6:.4e}, {speed_left*1e6:.4e} m/s")

# voltage pulse of area h/e applied at x = 0
t_mid, t_width = 6.0, 1.0


def voltage_drive(t):
    return (np.exp(-(t - t_mid) ** 2 / (2 * t_width ** 2))
            / (t_width * np.sqrt(2 * pi)))


n, _, times, current = evolve(uniform, 0 * x, 0 * edge, 40.0,
                              (distance,), voltage_drive)
V_right, V_left = n[right].sum() * DX, n[left].sum() * DX
arrival = (times * current[:, 0]).sum() / current[:, 0].sum() - t_mid
assert abs(V_right - K) < 1e-3 and abs(V_left + K) < 1e-3
assert abs(arrival - distance / v) < 0.05
peak_mV = h * voltage_drive(t_mid) * 1e12 / e * 1e3
print(f"voltage pulse: width {t_width:.1f} ps, peak {peak_mV:.3f} mV, area h/e")
print(f"voltage pulse charges: right {V_right:.4f}, left {V_left:.4f} e")
print(f"voltage pulse travel time over {distance:.0f} um = {arrival:.2f} ps")

# finite interacting wire between noninteracting leads
wire = np.where((x > 0) & (x < distance), g, 0.0)
start, probe_left, probe_right = -3.0, -6.0, distance + 3.0
_, _, times, current = evolve(wire, packet(x, start), vF * packet(edge, start),
                              180.0, (probe_left, probe_right))
first_reflected = -current[times < 40, 0].sum() * DT
early = times < 60
first_through = current[early, 1].sum() * DT
total_through = current[:, 1].sum() * DT
net_reflected = -current[:, 0].sum() * DT
lead_time = (-start + probe_right - distance) / vF
transit = ((times * current[:, 1])[early].sum()
           / current[early, 1].sum() - lead_time)
r = (1 - K) / (1 + K)
assert abs(first_reflected - r) < 1e-3
assert abs(first_through - 4 * K / (1 + K) ** 2) < 1e-3
assert abs(total_through - 1) < 1e-3 and abs(net_reflected) < 1e-3
assert abs(transit - distance / v) < 0.1
print(f"leads, first reflected charge: grid {first_reflected:.4f}, "
      f"formula {r:.4f} e")
print(f"leads, first transmitted charge: grid {first_through:.4f}, "
      f"formula {4*K/(1+K)**2:.4f} e")
print(f"leads, transit time of first pulse = {transit:.2f} ps")
print(f"leads, total transmitted charge after 180 ps = {total_through:.4f} e")
print(f"leads, net reflected charge after 180 ps = {abs(net_reflected):.4f} e")


# ---------- unequal couplings and spin ----------
def split(velocity_matrix, injected):
    """Mode velocities and the charge each mode carries."""
    speeds, modes = np.linalg.eig(velocity_matrix)
    weights = np.linalg.solve(modes, injected)
    order = np.argsort(speeds.real)
    return speeds.real[order], (weights * modes.sum(axis=0)).real[order]


g2, g4 = 0.8, 0.3  # in units of vF
speeds, charges = split(np.array([[1 + g4, g2], [-g2, -1 - g4]]),
                        np.array([1.0, 0.0]))
K_gen = np.sqrt((1 + g4 - g2) / (1 + g4 + g2))
assert np.allclose(speeds[1], np.sqrt((1 + g4) ** 2 - g2 ** 2))
assert np.allclose(charges, [(1 - K_gen) / 2, (1 + K_gen) / 2])
assert np.isclose(speeds[1] * K_gen, 1 + g4 - g2)
assert abs(speeds[1] - 1 / K_gen) > 0.1
print(f"unequal couplings: g2 = {g2:.2f} vF, g4 = {g4:.2f} vF, K = {K_gen:.4f}")
print(f"unequal couplings: true v = {speeds[1]:.4f} vF, "
      f"vF/K would be {1/K_gen:.4f} vF")
print(f"unequal couplings: charges right {charges[1]:.4f}, left {charges[0]:.4f} e")

direction = np.array([1.0, 1.0, -1.0, -1.0])  # R up, R down, L up, L down
spin_matrix = np.diag(direction) + g / 2 * np.outer(direction, np.ones(4))
speeds, charges = split(spin_matrix, np.array([1.0, 0.0, 0.0, 0.0]))
K_c = 1 / np.sqrt(1 + 2 * g)
assert np.allclose(speeds, [-1 / K_c, -1, 1, 1 / K_c])
assert np.allclose(charges, [(1 - K_c) / 2, 0, 0, (1 + K_c) / 2])
print(f"with spin, same V0: Kc = {K_c:.4f} (dimensionless)")
print(f"with spin: charge mode {speeds[3]:.4f} vF, spin mode {speeds[2]:.4f} vF")
print(f"with spin: charges right {charges[3]:.4f}, left {charges[0]:.4f} e")
print("success")
```

It fails:

```
Fermi velocity vF = 3.000e+05 m/s
interaction V0 = 1.10 eV nm
pi hbar vF = 0.6204 eV nm
g = 1.7732 (dimensionless)
K = 0.6005 (dimensionless)
plasmon velocity vF/K = 4.9959e+05 m/s
distance = 10.0 um
time at vF = 33.33 ps, at vF/K = 20.02 ps
fermion ring, gap at 1 momentum quantum = 1.6653 (2 pi hbar vF/L)
fermion ring, gaps at 2 quanta = 3.3307, 3.3308 (same unit)
formula 1/K = 1.6653, 2/K = 3.3306 (same unit)
added electron, ring time = 1.0 L/(2 pi vF)
density harmonic, fermions: -0.0464-0.2840j (dimensionless)
density harmonic, speed vF/K: -0.0463-0.2840j (dimensionless)
density harmonic, speed vF: 0.2653-0.3997j (dimensionless)
Traceback (most recent call last):
  File "check.py", line 190, in <module>
    assert abs(Q_right - (1 + K) / 2) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program, not in the physics. The force term in the space-time integration was multiplied by vF where the equation of motion has vF squared, so the simulated pulses had the wrong speed and the time step was too long for a stable integration. Both places where that term occurs now use vF squared. No tested quantity, tolerance or case is changed.

The change:

```diff
@@ -162,10 +162,10 @@
 def evolve(coupling, n, j, duration, probes=(), drive=None):
     """Staggered integration; drive(t) is (applied energy drop at x=0)/h."""
-    n, stiffness = n.copy(), 1 + coupling
+    n, stiffness = n.copy(), vF ** 2 * (1 + coupling)
     steps = int(round(duration / DT))
     origin = np.argmin(abs(edge))
     where = [np.argmin(abs(edge - p)) for p in probes]
     record = np.zeros((steps, len(where)))
-    j = j - 0.5 * DT * vF * np.diff(stiffness * n) / DX
+    j = j - 0.5 * DT * np.diff(stiffness * n) / DX
     if drive is not None:
         j[origin] += 0.5 * DT * 2 * vF * drive(0.0) / DX
@@ -174,5 +174,5 @@
         n[1:] += DT / DX * j
         record[s] = j[where]
-        j -= DT * vF * np.diff(stiffness * n) / DX
+        j -= DT * np.diff(stiffness * n) / DX
         if drive is not None:
             j[origin] += DT * 2 * vF * drive((s + 1) * DT) / DX
```

The mended program passes:

```
Fermi velocity vF = 3.000e+05 m/s
interaction V0 = 1.10 eV nm
pi hbar vF = 0.6204 eV nm
g = 1.7732 (dimensionless)
K = 0.6005 (dimensionless)
plasmon velocity vF/K = 4.9959e+05 m/s
distance = 10.0 um
time at vF = 33.33 ps, at vF/K = 20.02 ps
fermion ring, gap at 1 momentum quantum = 1.6653 (2 pi hbar vF/L)
fermion ring, gaps at 2 quanta = 3.3307, 3.3308 (same unit)
formula 1/K = 1.6653, 2/K = 3.3306 (same unit)
added electron, ring time = 1.0 L/(2 pi vF)
density harmonic, fermions: -0.0464-0.2840j (dimensionless)
density harmonic, speed vF/K: -0.0463-0.2840j (dimensionless)
density harmonic, speed vF: 0.2653-0.3997j (dimensionless)
injected packet width (standard deviation) = 0.50 um
injected electron, right charge: grid 0.8002, (1+K)/2 = 0.8002 e
injected electron, left charge: grid 0.1998, (1-K)/2 = 0.1998 e
grid pulse velocities = 4.9959e+05, -4.9959e+05 m/s
voltage pulse: width 1.0 ps, peak 1.650 mV, area h/e
voltage pulse charges: right 0.6005, left -0.6005 e
voltage pulse travel time over 10 um = 20.02 ps
leads, first reflected charge: grid 0.2496, formula 0.2496 e
leads, first transmitted charge: grid 0.9377, formula 0.9377 e
leads, transit time of first pulse = 20.02 ps
leads, total transmitted charge after 180 ps = 1.0000 e
leads, net reflected charge after 180 ps = 0.0001 e
unequal couplings: g2 = 0.80 vF, g4 = 0.30 vF, K = 0.4880
unequal couplings: true v = 1.0247 vF, vF/K would be 2.0494 vF
unequal couplings: charges right 0.7440, left 0.2560 e
with spin, same V0: Kc = 0.4690 (dimensionless)
with spin: charge mode 2.1322 vF, spin mode 1.0000 vF
with spin: charges right 0.7345, left 0.2655 e
success
```
